\section*{Transverse spin susceptibility of a band ferromagnet in the random-phase approximation, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Independent spin flips violate spin conservation}

In the mean-field picture of a band ferromagnet the majority ($\uparrow$) and minority ($\downarrow$) electrons fill two copies of the same band, displaced by an exchange splitting $\Delta$. If the electrons respond as independent particles, every spin flip without change of momentum, and hence also the uniform superposition of all such flips, costs exactly $\Delta$, which is $2.6$ eV in the model computed below. For the uniform superposition this cannot be right. A Hamiltonian without spin--orbit coupling commutes with the total spin, so lowering the total spin component uniformly costs no energy, and in a field it costs the Zeeman energy alone. The independent-particle spectrum has no state near zero energy at small wave vector, and therefore none of the spin waves $\hbar\omega=Dq^2$ whose thermal population, $\int d^3q\,(e^{Dq^2/k_BT}-1)^{-1}\propto (k_BT/D)^{3/2}$, reduces the magnetization at low temperature. Letting the flipped electron interact with the hole it left behind cures this only under a condition: if the splitting is raised by five per cent while the interaction and the occupations are held fixed, the spin wave acquires a false gap of five per cent of $\Delta$, ten times the magnon energy obtained with the consistent splitting at $q=2\times10^{9}\ \mathrm{m^{-1}}$ in the same model. The result that removes both faults is the transverse susceptibility in the random-phase approximation (RPA), $\chi=\chi_0/(1-g\chi_0)$, together with the gap equation that ties $\Delta$ to the coupling $g$.

\section{Model, response function and two exact statements}

One band $\varepsilon_{\mathbf k}=\varepsilon_{-\mathbf k}$ in a volume $V$ carries a contact repulsion $g$ (unit $\mathrm{J\,m^3}$) between opposite spins:
\begin{equation}
H=\sum_{\mathbf k\sigma}\varepsilon_{\mathbf k}c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}-\frac h2\,(N_\uparrow-N_\downarrow)+\frac gV\sum_{\mathbf Q}\rho_\uparrow(\mathbf Q)\rho_\downarrow(-\mathbf Q),
\qquad \rho_\sigma(\mathbf Q)=\sum_{\mathbf p}c^\dagger_{\mathbf p+\mathbf Q\sigma}c_{\mathbf p\sigma}.
\label{H}
\end{equation}
The last term is $g\int d^3r\,n_\uparrow(\mathbf r)n_\downarrow(\mathbf r)$. For the Hubbard model on $N$ sites $g/V$ is replaced by $U/N$ and densities are counted per site. The Zeeman energy is $h=g_e\mu_BB$ with $g_e>0$, and the $z$ axis points along the majority spin, opposite to $\mathbf B$, because the electron's moment is $-g_e\mu_B\boldsymbol\sigma/2$. The spin density is $m=n_\uparrow-n_\downarrow>0$. A bare contact interaction in the three-dimensional continuum is not defined to all orders; at the level used here every sum is cut off by occupation factors, and $g$ is to be read as an effective coupling.

The operator that lowers the spin and adds momentum $\hbar\mathbf q$ is
\begin{equation}
S_{\mathbf q}=\sum_{\mathbf k}O_{\mathbf k}=\int d^3r\,e^{i\mathbf q\cdot\mathbf r}\,\psi^\dagger_\downarrow\psi_\uparrow ,\qquad O_{\mathbf k}=c^\dagger_{\mathbf k+\mathbf q\downarrow}c_{\mathbf k\uparrow},
\end{equation}
and the transverse susceptibility is
\begin{equation}
\chi(\mathbf q,\omega)=\frac{i}{\hbar V}\int_0^\infty dt\,e^{i\omega t}\langle[S^\dagger_{\mathbf q}(t),S_{\mathbf q}]\rangle ,\qquad \omega\to\omega+i0 .
\label{chidef}
\end{equation}
By the Kubo formula a probe $\delta H=-b\,e^{-i\omega t}S_{\mathbf q}+\text{h.c.}$ produces $\langle S^\dagger_{\mathbf q}\rangle/V=\chi\,b\,e^{-i\omega t}$; the conjugate term drops out because $[S^\dagger,S^\dagger]$ changes $N_\uparrow-N_\downarrow$ and has no average. For a real rotating field with $B^+=B_x+iB_y$, the coupling $g_e\mu_B\boldsymbol\sigma\cdot\mathbf B/2$ has $\downarrow\uparrow$ element $g_e\mu_BB^+/2$, so $b=-g_e\mu_BB^+/2$, and $M^+=M_x+iM_y=-g_e\mu_B\langle\psi^\dagger_\uparrow\psi_\downarrow\rangle$. Hence $M^+=\tfrac12(g_e\mu_B)^2\chi B^+$, and the dimensionless susceptibility is $\mu_0(g_e\mu_B)^2\chi/2$.

Inserting eigenstates $|n\rangle$ with excitation energies $E_{n0}$ above the reference state, and using $(i/\hbar)\int_0^\infty e^{i(\omega-\omega_n)t}dt=1/(\hbar\omega_n-\hbar\omega)$, gives with $z=\hbar\omega+i0$
\begin{equation}
\chi=\frac1V\sum_n\left[\frac{|\langle n|S_{\mathbf q}|0\rangle|^2}{E_{n0}-z}-\frac{|\langle n|S^\dagger_{\mathbf q}|0\rangle|^2}{-E_{n0}-z}\right].
\label{lehmann}
\end{equation}
Spin-lowering excitations appear at positive frequency with $\mathrm{Im}\,\chi>0$, spin-raising ones at negative frequency with $\mathrm{Im}\,\chi<0$.

The identity $[c^\dagger_ac_b,c^\dagger_cc_d]=\delta_{bc}c^\dagger_ac_d-\delta_{ad}c^\dagger_cc_b$ gives
\begin{equation}
\langle[O^\dagger_{\mathbf k},O_{\mathbf k'}]\rangle=\delta_{\mathbf{kk'}}w_{\mathbf k},\qquad w_{\mathbf k}=f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow},\qquad \frac1V\sum_{\mathbf k}w_{\mathbf k}=m ,
\label{w}
\end{equation}
where $f_{\mathbf k\sigma}=\langle c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}\rangle$ and the last equality holds for every $\mathbf q$ because the $\downarrow$ sum can be shifted. Since $\mathrm{Im}\,(E-z)^{-1}=\pi\delta(E-\hbar\omega)$, Eq.~\eqref{lehmann} integrates to the first exact statement,
\begin{equation}
\int_{-\infty}^\infty\frac{d(\hbar\omega)}{\pi}\,\mathrm{Im}\,\chi=\frac1V\langle[S^\dagger_{\mathbf q},S_{\mathbf q}]\rangle=m .
\label{sum}
\end{equation}

The second concerns $\mathbf q=0$. The band term gives $[H_{\rm band},O_{\mathbf k}]=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})O_{\mathbf k}$, which vanishes at $\mathbf q=0$. The operator $O_{\mathbf k}$ lowers $N_\uparrow-N_\downarrow$ by two, so the Zeeman term gives $+hO_{\mathbf k}$. The interaction commutes with $S_{\mathbf q}$: at one point, $n_\uparrow n_\downarrow\,\psi^\dagger_\downarrow\psi_\uparrow$ and $\psi^\dagger_\downarrow\psi_\uparrow\,n_\uparrow n_\downarrow$ both vanish on a lattice site, because a flip is possible only on a singly occupied site and leaves it singly occupied. Thus $[H,S_0]=hS_0$, so $S_0^\dagger(t)=e^{-iht/\hbar}S_0^\dagger$, and Eq.~\eqref{chidef} gives
\begin{equation}
\chi(0,\omega)=\frac{m}{h-z}\qquad\text{(exact)}.
\label{larmor}
\end{equation}
All the weight sits at the Larmor energy, and at zero energy when $h=0$. The static value gives $M^+/B^+=g_e\mu_Bm/2B=M/B$, the rigid tilt of the magnetization along the total field. An approximation to $\chi$ has to respect \eqref{sum} and \eqref{larmor}.

\section{First derivation: the linearized equation of motion}

The reference state is a Slater determinant of plane waves, or a thermal ensemble of them, diagonal in spin with occupations $f_{\mathbf k\sigma}$. The commutator of the interaction with $O_{\mathbf k}$ follows from $[\rho_\uparrow\rho_\downarrow,O]=\rho_\uparrow[\rho_\downarrow,O]+[\rho_\uparrow,O]\rho_\downarrow$ and from $[\rho_\downarrow(-\mathbf Q),c^\dagger_{\mathbf k+\mathbf q\downarrow}]=c^\dagger_{\mathbf k+\mathbf q-\mathbf Q\downarrow}$, $[\rho_\uparrow(\mathbf Q),c_{\mathbf k\uparrow}]=-c_{\mathbf k-\mathbf Q\uparrow}$:
\begin{equation}
[H_{\rm int},O_{\mathbf k}]=\frac gV\sum_{\mathbf{Qp}}\Big\{c^\dagger_{\mathbf p+\mathbf Q\uparrow}c_{\mathbf p\uparrow}c^\dagger_{\mathbf k+\mathbf q-\mathbf Q\downarrow}c_{\mathbf k\uparrow}
-c^\dagger_{\mathbf k+\mathbf q\downarrow}c_{\mathbf k-\mathbf Q\uparrow}c^\dagger_{\mathbf p-\mathbf Q\downarrow}c_{\mathbf p\downarrow}\Big\}.
\label{comm}
\end{equation}
This is exact, and it leads out of the set $\{O_{\mathbf k}\}$ into four-operator terms. The approximation replaces, in every possible way, one pair of operators by its average and keeps the other pair as an operator. Averages between opposite spins vanish, so each term has two contractions.

In the first term the single $\uparrow$ creator pairs with either $\uparrow$ annihilator. Pairing with $c_{\mathbf p\uparrow}$ forces $\mathbf Q=0$ and gives $\sum_{\mathbf p}f_{\mathbf p\uparrow}O_{\mathbf k}=N_\uparrow O_{\mathbf k}$. For the pairing with $c_{\mathbf k\uparrow}$, move it two places to the left (sign $+$) and exchange the remaining $c_{\mathbf p\uparrow}c^\dagger_{\downarrow}$ (sign $-$). The average forces $\mathbf Q=\mathbf k-\mathbf p$, so $\mathbf k+\mathbf q-\mathbf Q=\mathbf p+\mathbf q$, and the result is $-f_{\mathbf k\uparrow}\sum_{\mathbf p}c^\dagger_{\mathbf p+\mathbf q\downarrow}c_{\mathbf p\uparrow}=-f_{\mathbf k\uparrow}S_{\mathbf q}$. In the second term $c_{\mathbf p\downarrow}$ pairs with either $\downarrow$ creator. Pairing with $c^\dagger_{\mathbf p-\mathbf Q\downarrow}$ gives $-N_\downarrow O_{\mathbf k}$. Pairing with $c^\dagger_{\mathbf k+\mathbf q\downarrow}$ forces $\mathbf p=\mathbf k+\mathbf q$; the same two reorderings give a factor $-1$ that cancels the explicit minus sign, leaving $+f_{\mathbf k+\mathbf q\downarrow}\sum_{\mathbf Q}c^\dagger_{\mathbf k-\mathbf Q+\mathbf q\downarrow}c_{\mathbf k-\mathbf Q\uparrow}=f_{\mathbf k+\mathbf q\downarrow}S_{\mathbf q}$. With the band and Zeeman terms added,
\begin{align}
[H,O_{\mathbf k}]&\simeq E_{\mathbf k}O_{\mathbf k}-\frac gV\,w_{\mathbf k}S_{\mathbf q},\label{lin}\\
E_{\mathbf k}&=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta,\qquad \Delta=gm+h .\label{gapeq}
\end{align}
The splitting was not put in. It came out of the direct contractions, with the same $g$ and the same occupations as the attraction $-g/V$ between the flipped electron and the hole, which came out of the exchange contractions. Summing the interaction part over $\mathbf k$ gives $gmS_{\mathbf q}-gmS_{\mathbf q}=0$ by \eqref{w}, so the linearization keeps the exact property $[H_{\rm int},S_{\mathbf q}]=0$.

Define $G_{\mathbf k}(t)=(i/\hbar)\theta(t)\langle[O^\dagger_{\mathbf k}(t),S_{\mathbf q}]\rangle$, so that $\chi=V^{-1}\sum_{\mathbf k}G_{\mathbf k}$. The Heisenberg equation is $i\hbar\,\partial_tO^\dagger=[O^\dagger,H]=([H,O])^\dagger$. The derivative of $\theta(t)$ contributes $i\hbar\,(i/\hbar)\,\delta(t)\,w_{\mathbf k}=-w_{\mathbf k}\delta(t)$ by \eqref{w}, so
\begin{equation}
i\hbar\,\partial_tG_{\mathbf k}=-w_{\mathbf k}\delta(t)+E_{\mathbf k}G_{\mathbf k}-g\,w_{\mathbf k}\,\chi(t).
\end{equation}
Fourier transformation turns $i\hbar\partial_t$ into $z$ and gives $(E_{\mathbf k}-z)G_{\mathbf k}=w_{\mathbf k}(1+g\chi)$. Dividing by $E_{\mathbf k}-z$ and summing yields $\chi=\chi_0(1+g\chi)$, that is
\begin{equation}
\chi=\frac{\chi_0}{1-g\chi_0},\qquad
\chi_0(\mathbf q,\omega)=\frac1V\sum_{\mathbf k}\frac{f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta-z}.
\label{rpa}
\end{equation}

At $\mathbf q=0$ every denominator equals $\Delta-z$, so
\begin{equation}
\chi_0(0,\omega)=\frac{m}{\Delta-z},\qquad \chi(0,\omega)=\frac{m}{\Delta-gm-z}.
\label{q0}
\end{equation}
The pole of $\chi_0$ at $\Delta$ has cancelled between numerator and denominator. With $\Delta=gm+h$, Eq.~\eqref{q0} is the exact form \eqref{larmor}, with the mean-field $m$. At $h=0$ the gap equation $\Delta=gm$ reads $g\chi_0(0,0)=1$: the gap equation and the condition for a zero-frequency pole are the same equation. If $\chi_0$ is built with a different splitting $\Delta'$ and the same occupations, the pole moves to $\Delta'-gm$.

The sense in which \eqref{lin} is accurate can be stated exactly. What was discarded is normal ordered with respect to the determinant and has four operators. In $\langle[O^\dagger_{\mathbf k},\,\cdot\,]\rangle$ the bilinear $O^\dagger_{\mathbf k}$ can contract only two of them, and the other two have no contraction with each other, so by Wick's theorem the discarded part contributes nothing. Therefore, without approximation in that state,
\begin{equation}
M_{\mathbf{kk'}}\equiv\langle[O^\dagger_{\mathbf k},[H,O_{\mathbf k'}]]\rangle=w_{\mathbf k}E_{\mathbf k}\delta_{\mathbf{kk'}}-\frac gV\,w_{\mathbf k}w_{\mathbf k'} .
\label{M}
\end{equation}
On the states with $w_{\mathbf k}\ne0$, setting $x_{\mathbf k}=G_{\mathbf k}/w_{\mathbf k}$ turns the equation for $G_{\mathbf k}$ into $\sum_{\mathbf k'}(M_{\mathbf{kk'}}-zw_{\mathbf k}\delta_{\mathbf{kk'}})x_{\mathbf k'}=w_{\mathbf k}$ with $\chi=V^{-1}\sum w_{\mathbf k}x_{\mathbf k}$. The numerical check builds $M$ from explicit fermion matrices on a five-site Hubbard ring and tests \eqref{M}, the resulting \eqref{rpa}, the resolvent \eqref{lehmann} at $U=0$, and $[H,S_0]=hS_0$. With $U=3t$ and $h=0.37\,t$ the lowest $q=0$ mode lies at $0.37\,t$.

The linearized equation of motion has given the RPA susceptibility together with the splitting $\Delta=gm+h$, which places the $\mathbf q=0$ pole at the exact Larmor energy. A second derivation from the self-consistent field remains, followed by the spin-wave stiffness, the Stoner continuum and a worked example.
